# Direct flux at the floor of a hole and a trench

## Problem

A circular hole of diameter $W$ and depth $H$ and an infinitely long trench of width $W$ and the same depth are etched into a flat wafer. Both have vertical walls and a flat floor. Above the wafer is a dilute precursor gas, and molecules fly through the features without colliding with one another.

The direct flux fraction $F$ at a floor point is the flux arriving there straight from the gas, without touching a wall, divided by the flux on an open flat surface. The floor point is the centre of the hole, or a point on the mid-line of the trench.

(a) Show that $F_{\rm hole}=F_{\rm trench}^2$, and find both fractions.

(b) Evaluate them for $W=100$ nm and $H=300$ nm. How much film do direct arrivals leave on each floor while the open surface receives 10 nm?

(c) Does the square law also relate the total floor fluxes when most molecules bounce off the walls before they react?

Let $\theta$ be the angle between a molecule's line of flight and the vertical. The angle $\alpha$ from the vertical to the nearest point of the mouth's edge, seen from the floor point, obeys

$$\tan\alpha=\frac{W}{2H}.$$

## A tempting solution

In a gas at rest all directions of flight are equally likely. The direct fraction should then be the share of the upper hemisphere, of solid angle $2\pi$, that the floor point can see through the mouth.

For the hole the visible directions form a cone of half-angle $\alpha$:

$$P_{\rm hole}=\frac{1}{2\pi}\int_0^{2\pi}d\varphi\int_0^{\alpha}\sin\theta\,d\theta=1-\cos\alpha .$$

For the trench, let $\psi$ be the tilt of a direction along the trench and $\beta$ its tilt across it, so that the unit vector towards the gas is

$$(x,y,z)=(\cos\psi\sin\beta,\ \sin\psi,\ \cos\psi\cos\beta),\qquad d\Omega=\cos\psi\,d\psi\,d\beta .$$

Here $y$ runs along the trench and $z$ upwards. The walls limit $x/z=\tan\beta$, so the visible directions have $|\beta|<\alpha$ and any $\psi$ between $-\pi/2$ and $\pi/2$:

$$P_{\rm trench}=\frac{1}{2\pi}\int_{-\pi/2}^{\pi/2}\cos\psi\,d\psi\int_{-\alpha}^{\alpha}d\beta=\frac{2\cdot2\alpha}{2\pi}=\frac{2\alpha}{\pi}.$$

Take $H/W=0.5$, so that $\alpha=45^\circ$. Then $P_{\rm hole}=0.293$, but $P_{\rm trench}^2=0.25$. The statement to be shown appears to be false.

## Where it goes wrong

Both integrals are correct solid angles, and both results behave sensibly at the ends: they vanish for $\alpha\to0$ and become 1 for $\alpha\to\pi/2$. The fault lies in the first step. Equal likelihood of directions describes the molecules present in a volume of gas. A flux counts molecules that cross a surface in a given time, and a floor element collects fewer molecules from a slanting beam than from an equally strong vertical one, because it presents a smaller area to the slanting beam. The factor $\cos\theta$ is missing.

The omission does not cancel in the ratio to the open surface. The average of $\cos\theta$ over the hemisphere is

$$\frac{1}{2\pi}\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\frac12 ,$$

whereas a deep hole admits only directions with $\cos\theta\approx1$. The wrong count therefore gives a deep hole half of its true fraction. A deep trench still admits strongly slanted directions along its length. Its wrong count $2\alpha/\pi$ is $2/\pi\approx0.64$ of the true fraction, which is found below to be $\sin\alpha\approx\alpha$. In deep features the square law would survive the wrong count only if this factor were $1/\sqrt2\approx0.71$, whose square is the hole's factor of one half.

## Solution of (a)

### The flux from one direction

Let $I$ be the number of molecules per unit time, per unit area perpendicular to the flight direction and per unit solid angle. I assume that $I$ is the same for all downward directions and at all points of the mouth. This is the case for a gas in equilibrium at rest.

Consider a mouth element $dS$ and a floor element $d\sigma$ at distance $r$. Seen from $dS$, the floor element fills the solid angle $d\sigma\cos\theta/r^2$. The number passing per unit time through both is

$$I\,(dS\cos\theta)\,\frac{d\sigma\cos\theta}{r^2}
=I\,(d\sigma\cos\theta)\,\frac{dS\cos\theta}{r^2}
=I\cos\theta\,d\Omega\,d\sigma ,$$

where $d\Omega=dS\cos\theta/r^2$ is now the solid angle of the mouth element seen from the floor. No molecule is lost on the way because there are no collisions. The flux from $d\Omega$ is thus $I\cos\theta\,d\Omega$, and the open surface receives

$$\Gamma_0=I\int_0^{2\pi}d\varphi\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta=\pi I .$$

Dividing gives

$$F=\frac1\pi\int_{\rm visible}\cos\theta\,d\Omega .$$

### The flux as a shadow

Represent each direction by a point $(x,y,z)$ on the unit hemisphere and drop it vertically onto the floor plane. With $x=\sin\theta\cos\varphi$ and $y=\sin\theta\sin\varphi$, the distance of the shadow point from the origin is $q=\sin\theta$, and

$$dx\,dy=q\,dq\,d\varphi=\sin\theta\cos\theta\,d\theta\,d\varphi=\cos\theta\,d\Omega .$$

The weight needed for the flux is therefore the area of the shadow. The whole hemisphere casts a unit disc of area $\pi$, so

$$F=\frac{\text{shadow area of the visible directions}}{\pi}.$$

### Hole and trench

A line from the centre of the hole has moved sideways by $H\tan\theta$ when it reaches the mouth. It escapes if this is less than $W/2$, that is, if $\tan\theta<\tan\alpha$. Write $T=\tan^2\alpha$ and use $\tan^2\theta=(x^2+y^2)/z^2$ with $z^2=1-x^2-y^2$:

$$x^2+y^2<T(1-x^2-y^2)\ \Rightarrow\ (1+T)(x^2+y^2)<T .$$

Since $T/(1+T)=\sin^2\alpha$, this is

$$x^2+y^2<\sin^2\alpha ,$$

a disc of radius $\sin\alpha$ and area $\pi\sin^2\alpha$.

In the trench only the sideways motion across the width is limited, $|x|/z<\tan\alpha$:

$$x^2<T(1-x^2-y^2)\ \Rightarrow\ \frac{1+T}{T}\,x^2+y^2<1\ \Rightarrow\ \frac{x^2}{\sin^2\alpha}+y^2<1 .$$

This is an ellipse with semi-axes $\sin\alpha$ and 1, of area $\pi\sin\alpha$. Division by $\pi$ gives

$$F_{\rm trench}=\sin\alpha,\qquad F_{\rm hole}=\sin^2\alpha=F_{\rm trench}^2 .$$

The trench shortens the unit disc along one axis by the factor $\sin\alpha$; the hole shortens it by the same factor along both.

With the aspect ratio $A=H/W$ we have $\tan\alpha=1/(2A)$, and $\sin^2\alpha=T/(1+T)$ becomes

$$F_{\rm trench}=\frac{1}{\sqrt{1+4A^2}},\qquad F_{\rm hole}=\frac{1}{1+4A^2}.$$

A very shallow feature gives 1 for both. A deep one gives $F_{\rm trench}\approx1/(2A)$ and $F_{\rm hole}\approx1/(4A^2)$: doubling the depth at fixed width halves the direct flux in the trench and quarters it in the hole.

### A second route

The same fractions follow from adding up the mouth elements. An element at horizontal distance $\rho$ from the floor point has $r^2=H^2+\rho^2$ and $\cos\theta=H/r$, so $\cos\theta\,d\Omega=\cos^2\theta\,dS/r^2$ gives

$$F=\int_{\rm mouth}\frac{H^2\,dS}{\pi(H^2+\rho^2)^2}.$$

For the hole, with $dS=2\pi\rho\,d\rho$,

$$F_{\rm hole}=\left[-\frac{H^2}{H^2+\rho^2}\right]_0^{W/2}=\frac{(W/2)^2}{H^2+(W/2)^2}=\sin^2\alpha .$$

For the trench set $b^2=H^2+x^2$, where $x$ and $y$ are now positions in the mouth. The substitution $y=b\tan u$ gives

$$\int_{-\infty}^{\infty}\frac{dy}{(b^2+y^2)^2}=\frac{1}{b^3}\int_{-\pi/2}^{\pi/2}\cos^2u\,du=\frac{\pi}{2b^3},$$

and therefore

$$F_{\rm trench}=\int_{-W/2}^{W/2}\frac{H^2\,dx}{2(H^2+x^2)^{3/2}}=\left[\frac{x}{2\sqrt{H^2+x^2}}\right]_{-W/2}^{W/2}=\sin\alpha .$$

At $H/W=0.5$, where the tempting solution found a contradiction, numerical integration over the mouth gives 0.7071 for the trench and 0.5000 for the hole, which is the square. The numerical output lists three further aspect ratios.

### What the law does not say

It would be too quick to conclude that confinement in two directions always squares the fraction. For a mouth of area $S$ that is small compared with $H^2$ and lies above the floor point, $\rho\ll H$ and the mouth integral reduces to $F\approx S/(\pi H^2)$. A circular mouth has $S=\pi W^2/4$, which gives $1/(4A^2)$ as before. A square mouth of side $W$ has $S=W^2$ and gives $1/(\pi A^2)$, larger by $4/\pi\approx1.27$. The square law does not carry over to the square mouth.

Nor does it hold at every point of the floor. Take $H/W=0.5$ and move the floor point halfway towards the wall in both features. The trench fraction is then 0.640, with square 0.409, while the hole gives 0.438. The difference shrinks with depth: at $H/W=3$ it is below 1 %.

Finally, an intensity that depends on direction can break the law. Suppose, for example, that $I\propto\cos\theta$, a beam that favours the vertical. The flux weight becomes $\cos^2\theta\,d\Omega$, and the open surface receives an amount proportional to $2\pi\int_0^{\pi/2}\cos^2\theta\sin\theta\,d\theta=2\pi/3$. For the hole,

$$F^{(1)}_{\rm hole}=\frac{3}{2\pi}\,2\pi\int_0^\alpha\cos^2\theta\sin\theta\,d\theta=1-\cos^3\alpha .$$

For the trench, $\cos\theta=\cos\psi\cos\beta$ in the angles introduced earlier, so

$$F^{(1)}_{\rm trench}=\frac{3}{2\pi}\int_{-\pi/2}^{\pi/2}\cos^3\psi\,d\psi\int_{-\alpha}^{\alpha}\cos^2\beta\,d\beta
=\frac{3}{2\pi}\cdot\frac43\,(\alpha+\sin\alpha\cos\alpha)
=\frac2\pi(\alpha+\sin\alpha\cos\alpha).$$

For small $\alpha$ these are $3\alpha^2/2$ and $4\alpha/\pi$. The ratio of the hole's fraction to the square of the trench's tends to $3\pi^2/32\approx0.93$ instead of 1.

Equal intensity is sufficient for the law but not necessary. Imagine a gas with different temperatures for vertical and horizontal motion. Rescaling horizontal velocities and horizontal lengths by the same factor turns it into an isotropic gas above features of another aspect ratio, and leaves unchanged which molecules reach the floor point directly. The square law then survives, although the intensity depends on direction.

## Solution of (b)

Here $A=3$ and $\tan\alpha=1/6$, so $\alpha=9.46^\circ$, and

$$F_{\rm trench}=\frac{1}{\sqrt{37}}=0.1644,\qquad F_{\rm hole}=\frac1{37}=0.0270 .$$

The trench floor receives $\sqrt{37}\approx6.1$ times as much direct flux as the hole floor.

To turn flux into film, assume that an arriving molecule sticks with the same probability $s$ on every surface. Film thickness is then proportional to incident flux, and $s$ cancels in the ratio to the open surface. With the shape of the features held fixed, the direct arrivals leave

$$10\ {\rm nm}\times0.1644=1.64\ {\rm nm}\ \text{(trench)},\qquad 10\ {\rm nm}\times0.0270=0.27\ {\rm nm}\ \text{(hole)}.$$

## Solution of (c)

A molecule that does not stick leaves the surface again. Assume that it does so diffusely, with an intensity equal in all outward directions. Divide walls and floor into small cells and let $g_i$ be the total incident flux on cell $i$ in units of $\Gamma_0$. Cell $j$ sends out the flux $(1-s)g_j\Gamma_0$. By the relation $\Gamma_0=\pi I$, its intensity is $(1-s)g_j\Gamma_0/\pi$, that of the gas multiplied by $(1-s)g_j$. Cell $i$ therefore receives

$$g_i=V_{i,{\rm mouth}}+(1-s)\sum_j V_{ij}\,g_j ,$$

where $V_{ij}$ is the shadow area of cell $j$ seen from cell $i$, divided by $\pi$. The first term is the direct fraction.

Two limits are simple. For $s=1$ only the direct term remains. For $s\to0$ the solution is $g_i=1$ everywhere, because the mouth and all cells together fill the view of cell $i$ and their $V$ add up to 1. The square law holds at the floor centre in both limits, in the second one trivially, as $1=1^2$.

In between it can fail. For $s=0.1$ and the dimensions of part (b), the numerical solution is

$$g_{\rm trench}=0.568,\qquad g_{\rm hole}=0.250,\qquad g_{\rm trench}^2=0.323 .$$

Following molecules backwards from the floor along random paths gives $0.5681\pm0.0007$ and $0.2505\pm0.0006$, in agreement. The square of the trench value exceeds the hole value by 29 %. The answer to (c) is no.

The total flux is 3.5 times the direct flux in the trench and 9.3 times in the hole. About 71 % and 89 % of the arrivals, respectively, have thus already touched a surface inside the feature. With the shape of the features still held fixed, the floor films become 5.7 nm and 2.5 nm. The hole remains the harder feature to coat, but by a factor of 2.3 instead of 6.1.

## How good are the other assumptions?

**Gas collisions.** Take a pressure $p=0.1$ Torr, a temperature of 450 K and molecules of diameter $d=0.8$ nm. The mean free path is

$$\lambda=\frac{k_{\rm B}T_{\rm gas}}{\sqrt2\,\pi d^2p}=1.64\times10^5\ {\rm nm}=0.164\ {\rm mm}.$$

The $\sqrt2$ enters because the collision partners move too: the difference of two independent velocities has $\sqrt2$ times the spread of one. The depth is 0.0018 of $\lambda$, so about 0.2 % of vertical flights over this depth are interrupted. The estimate treats all the gas as precursor; a carrier gas changes the value of $\lambda$.

**Equal intensity from all directions.** A wafer that consumes molecules disturbs the gas above it. If the gas layer is much thicker than $\lambda$ and scattering is isotropic, a first estimate is $I=a+b\cos\theta$, with $\cos\theta$ negative for upward flight. The net flux into the wafer must be $s\Gamma_0$ and the downward part alone $\Gamma_0$:

$$\frac{4\pi b}{3}=s\Gamma_0,\qquad \pi a+\frac{2\pi b}{3}=\Gamma_0
\ \Rightarrow\ \frac{I}{\Gamma_0/\pi}=1-\frac s2+\frac{3s}{4}\cos\theta .$$

For $s=1$ this gives 1.25 in the vertical direction, against 1.26 from a solution of the transport equation. The cosine part supplies the share $s/2$ of the open-surface flux, so each direct fraction becomes $(1-s/2)F+(s/2)F^{(1)}$. At $s=0.1$ this raises the trench fraction by 1.3 % and the hole fraction by 2.4 %, and the hole stays within 0.3 % of the square of the trench. At $s=1$ this estimate gives fractions of 0.186 and 0.034, and the hole lies 3 % below the square.

**Finite length.** At the middle of a trench 5 µm long, the direct flux is 0.07 % below that of the infinite trench.

**Narrowing.** No surface receives more than the open flux, so none moves by more than the 10 nm deposited on the field. The opening stays at least 80 nm wide and the depth at most 310 nm. The direct fractions at the end of the deposition are therefore at least 0.127 and 0.016. These are bounds: the loss from narrowing is less than 23 % in the trench and less than 40 % in the hole, relative to the initial values. The total fluxes of part (c) suffer as well. For $s=0.1$, features 80 nm wide and 310 nm deep have total fractions of about 0.48 and 0.16 instead of 0.57 and 0.25. The floor films of 5.7 nm and 2.5 nm, found for a fixed shape, are therefore overestimates, more so in the hole.

## Beside a real process

The dimensions, pressure and temperature are rough values for chemical vapour deposition of a copper seed film in interconnect trenches and vias. The narrowest features of advanced chips are well below 100 nm wide. The sticking probability of 0.1 is the least certain input, since it depends on precursor, surface and temperature, and coatings that follow the relief evenly call for much smaller values. The model also takes $s$ to be independent of the local flux; where the surface saturates or adsorbed molecules must react with one another, film thickness is no longer proportional to flux and the thicknesses given here do not apply. Of the effects sized here, re-emission moves the result most, by the factor of 9.3 in the hole. Seed films are also made by sputtering with directed ions, where the assumption of equal intensity fails from the start. A trench can stand in for a hole through the square law when $s$ is close to 1, the incoming flux is nearly isotropic and the features are still open. Even then the law is approximate. At $H/W=3$ with isotropic flux, the squared total trench fraction exceeds the hole's by about 2 % at $s=0.9$ and 4 % at $s=0.8$. A strongly consuming wafer under a thick gas layer also makes the flux favour the vertical, which raises these figures to about 5 % and 7 % and leaves 3 to 4 % at $s=1$. At $s=0.1$ and $H/W=3$, squaring the measured trench coverage would, in this model with fixed shapes, promise 3.2 nm on the hole floor where 2.5 nm arrive.

## Table of computed values

```
Direct fractions by mouth integration (dimensionless)
 H/W= 0.5: trench 0.70711, hole 0.500000
 H/W= 1.0: trench 0.44721, hole 0.200000
 H/W= 3.0: trench 0.16440, hole 0.027027
 H/W=10.0: trench 0.04994, hole 0.002494
Width 100 nm, depth 300 nm, H/W 3.0
Acceptance half-angle: 9.462 degrees
Direct fraction, trench: 0.16440
Direct fraction, hole: 0.02703
Trench-to-hole ratio of direct flux: 6.083
Film on open field: 10.0 nm
Direct part of floor film, trench: 1.644 nm
Direct part of floor film, hole: 0.270 nm
Intensity proportional to cos(theta), same feature:
 trench 0.20837, squared 0.04342, hole 0.04027
Halfway from centre to wall, H/W = 0.5:
 trench 0.6396, squared 0.4091, hole 0.4380
Total flux fraction, trench, sticking 0.1: 0.5681
 ray tracing: 0.5681 +- 0.0007
 total / direct: 3.46
 floor film with re-emission: 5.68 nm
Total flux fraction, hole, sticking 0.1: 0.2501
 ray tracing: 0.2505 +- 0.0006
 total / direct: 9.25
 floor film with re-emission: 2.50 nm
Square of total trench fraction: 0.3228
Pressure 0.1 Torr, temperature 450 K
Molecular diameter: 0.8 nm
Mean free path: 1.639e+05 nm
Depth / mean free path: 0.00183
Half trench length / free path: 0.0153
Normal intensity / isotropic value, sticking 1:
 transport 1.2591, linear estimate 1.2500
Direct with anisotropy, sticking 0.1: trench 0.16660, hole 0.02769
 hole / trench squared: 0.9976
Direct with anisotropy, sticking 1.0: trench 0.18639, hole 0.03365
 hole / trench squared: 0.9685
Trench length 5000 nm: direct loss 0.0731 %
Bound on H/W after film growth: 3.875
 direct fractions there: trench 0.12797, hole 0.01638
```
